Euler equation and short-wavelength stability of Laplacian-level kinetic functionals

Q. I am told that a kinetic functional containing ∇²n gives a fourth-order Euler equation. Which functional, and which variations?

A. In atomic units, and for an unpolarized density, take T = ∫τ(n, σ, ℓ) d³r with σ = |∇n|² and ℓ = ∇²n, written as

τ = τ_TF F(p, q),  τ_TF = (3/10) k_F² n,  k_F = (3π²n)^(1/3),
p = σ/(4k_F²n²),  q = ℓ/(4k_F²n).

The density is smooth and positive, and a variation u = δn is periodic or vanishes outside a bounded region, so integration by parts leaves no surface term. Subscripts on τ and F are partial derivatives. To first order δσ = 2∇n·∇u and δℓ = ∇²u, so

δT = ∫[τ_n u + 2τ_σ∇n·∇u + τ_ℓ∇²u] d³r.

One integration by parts on the second term gives a minus sign, and two on the third give a plus sign. With v_eff the derivative of all other energy terms and μ the multiplier that fixes the electron number,

τ_n − 2∇·(τ_σ∇n) + ∇²τ_ℓ + v_eff = μ.

Q. I see a Laplacian there, not four derivatives.

A. τ_ℓ depends on position through n, σ and ℓ. Let a and b run over these three. Then ∇τ_ℓ = Σ_a τ_ℓa∇a, and the divergence of this is

∇²τ_ℓ = Σ_a τ_ℓa∇²a + Σ_ab τ_ℓab∇a·∇b.

With H_ij = ∂_i∂_j n, differentiating σ = ∂_in ∂_in gives ∂_jσ = 2∂_in H_ij, and once more ∇²σ = 2|H|² + 2∇n·∇ℓ, where |H|² = H_ijH_ij. The first sum is therefore

τ_ℓn ℓ + 2τ_ℓσ|H|² + 2τ_ℓσ∇n·∇ℓ + τ_ℓℓ∇⁴n,  ∇⁴n = ∇²∇²n.

The gradient term expands by the product rule, using ∇n·∇n = σ:

−2∇·(τ_σ∇n) = −2ℓτ_σ − 2στ_σn − 2τ_σσ∇σ·∇n − 2τ_σℓ∇ℓ·∇n.

Its last term cancels +2τ_ℓσ∇n·∇ℓ. Writing out the double sum, in which each mixed pair occurs twice,

δT/δn = τ_ℓℓ∇⁴n + τ_ℓℓℓ|∇ℓ|² + 2τ_ℓℓσ∇ℓ·∇σ + 2τ_ℓℓn∇ℓ·∇n + R,
R = τ_n − 2ℓτ_σ − 2στ_σn − 2τ_σσ∇σ·∇n + ℓτ_ℓn + 2τ_ℓσ|H|² + στ_ℓnn + 2τ_ℓnσ∇n·∇σ + τ_ℓσσ|∇σ|².

R holds no derivative above the second, since ∇σ = 2H∇n. The single fourth-order term has the coefficient

τ_ℓℓ = τ_TF F_qq/(4k_F²n)² = 3F_qq/(160 k_F² n),

because q is linear in ℓ.

Q. Then any Laplacian dependence raises the order?

A. No. All four terms outside R carry τ_ℓℓ or one of its derivatives. If τ = h(n,σ) + w(n,σ)ℓ, they vanish and the equation is of second order, which depends on the cancellation just found. Curvature in q raises the order to four, and linear dependence leaves it at two or below.

Q. Why should that coefficient decide stability?

A. Define the second variation by T[n + εu] = T + εδT + (ε²/2)δ²T + …. Now σ becomes σ + 2ε∇n·∇u + ε²|∇u|² and ℓ becomes ℓ + ε∇²u, so differentiating τ twice in ε gives

δ²T = ∫[τ_ℓℓ(∇²u)² + 4τ_σℓ(∇n·∇u)∇²u + 4τ_σσ(∇n·∇u)² + 2τ_σ|∇u|² + 2τ_nℓ u∇²u + 4τ_nσ u∇n·∇u + τ_nn u²] d³r.

Take u = A(r) cos(k·r) with a fixed smooth envelope A. Then ∇²u = (∇²A − k²A)cos(k·r) − 2k·∇A sin(k·r). In its square the k⁴ term is k⁴A²[1 + cos(2k·r)]/2, and the k³ term is proportional to sin(2k·r). A smooth coefficient times an oscillation integrates to something that loses one power of k at each integration by parts, so the oscillating parts drop out and

δ²T = (k⁴/2)∫τ_ℓℓ A² d³r + O(k²).

The same decay makes ∫u negligible. Subtracting a fixed bump with that small weight restores the electron number without touching the leading term.

Q. The second term of δ²T has three derivatives of u. Why is the remainder not k³?

A. Put w = τ_σℓ∇n and move one ∂_j by parts:

∫w_i ∂_iu ∂_j∂_ju = −∫(∂_jw_i) ∂_iu ∂_ju − ∫w_i ∂_i∂_ju ∂_ju.

Since ∂_i∂_ju ∂_ju = ½∂_i|∇u|², the last integral with its sign equals +½∫(∇·w)|∇u|². Both pieces have two derivatives of u and are of order k².

Q. A minimum concerns the total energy, not T.

A. The external energy is linear in n and has no second variation. The Hartree kernel is 4π/k². A local exchange-correlation term gives k⁰, and a gradient-dependent one gives k², by the same formula with the ℓ derivatives set to zero. None reaches k⁴, although a Laplacian-dependent exchange-correlation energy would add its own curvature to τ_ℓℓ. If F_qq < 0 on an open region, an envelope placed there makes δ²E negative at large k, without bound at fixed ∫u². So F_qq ≥ 0 everywhere is necessary for a smooth minimum. If F_qq > 0, packets of a given envelope are stable beyond some k, which says nothing about longer waves. The controlling quantity is F_qq at the local (p, q). It equals twice the q² coefficient of the gradient expansion at p = q = 0, the uniform gas.

Q. Show me that case with its factors.

A. With ∇n = 0 and u = cos(k·r), δ²T per volume is K⟨u²⟩ with K = τ_nn + (2τ_σ − 2τ_nℓ)k² + τ_ℓℓk⁴. Set η = k/(2k_F) and F(0,0) = 1, and use k_F²/n = 3π²/k_F. Derivatives of p and q with respect to n are proportional to p and q, so they vanish here. Since τ_TF ∝ n^(5/3),

τ_nn = (10/9)τ_TF/n² = k_F²/(3n) = π²/k_F.

Next τ_σ = τ_TF F_p/(4k_F²n²) = 3F_p/(40n), so

2τ_σk² = (3F_p/20n)·4k_F²η² = (9/5)F_p η² π²/k_F.

Also τ_ℓ = (3/40)F_q depends on n through p and q alone, so τ_nℓ = 0. The term linear in q drops out, as it must, because τ_TF q = (3/40)∇²n is a divergence. Finally

τ_ℓℓk⁴ = (3F_qq/160k_F²n)·16k_F⁴η⁴ = (9/10)F_qq η⁴ π²/k_F,
K = (π²/k_F)[1 + (9/5)F_p η² + (9/10)F_qq η⁴].

Q. And Perdew-Constantin?

A. The PC functional is defined by

Δ = 8q²/81 − pq/9 + 8p²/243,
F_M = (1 + 5p/27 + 20q/9 + Δ)/√(1 + [Δ/(1 + 5p/3)]²),
z = F_M − 5p/3,  F = 5p/3 + g(z),  g = z f(z),

with f = 0 for z ≤ 0, f = 1 for z ≥ a, and between them

f = [(1 + e^(a/(a−z)))/(e^(a/z) + e^(a/(a−z)))]^b,  a = 0.5389, b = 3.

At p = q = 0, z = 1 > a, so F = F_M nearby. The square root differs from 1 by order Δ², which starts at q⁴, so F_p = 5/27 and F_qq = 16/81. The bracket in K becomes 1 + η²/3 + 8η⁴/45, which is positive and growing.

Q. Is that growth physical?

A. Compare the exact noninteracting kernel. Varying δT/δn + v = μ gives Kδn = −δv, so K = −1/χ₀. First-order perturbation of the occupied plane waves k′, with two spins and the two directions ±k contributing equally, gives (c is the cosine of the angle, principal value understood)

−χ₀ = 4∫_(k′<k_F) d³k′/(2π)³ · 1/(k²/2 + kk′c) = (1/π²k)∫₀^(k_F) k′ ln|(k′ + k/2)/(k′ − k/2)| dk′.

With x = k′/k_F, the function ηx + ½(x² − η²)ln|(x+η)/(x−η)| has derivative x ln|(x+η)/(x−η)| and vanishes at x = 0. Hence −χ₀ = (k_F/π²)F_L with the Lindhard function

F_L = ½ + [(1 − η²)/4η] ln|(1+η)/(1−η)|.

For small η the logarithm is 2(η + η³/3 + η⁵/5 + …), so F_L = 1 − η²/3 − η⁴/15 + … and

1/F_L = 1 + η²/3 + (1/15 + 1/9)η⁴ + … = 1 + η²/3 + 8η⁴/45 + ….

PC reproduces this through η⁴. For large η the same series in 1/η gives F_L = 1/(3η²) + 1/(15η⁴) + …, so 1/F_L = 3η² − 3/5 + …. The exact kernel grows as k². The q² coefficient comes from long waves, and at asymptotically short waves it has the right sign but is too stiff.

Q. The η² term is already positive. Is q² ever needed?

A. In a model it can be, when a negative gradient term from exchange is left unbalanced. Take model jellium with k_F = 0.900 Å⁻¹, that is k_F a₀ = 0.47626 with a₀ the Bohr radius, and with Hartree energy, PBEsol exchange and no correlation. Near p = 0 the exchange energy density is e = −(3k_F/4π)n(1 + μ_x p), with μ_x = 10/81. Since k_F n ∝ n^(4/3),

e_nn = −(4/9)(3k_F/4πn) = −π/k_F²,
2e_σk² = −(3k_F μ_x/2πn)η² = −(9μ_x/2)(π/k_F²)η² = −(5/9)(π/k_F²)η².

The Hartree kernel is 4π/k² = π/(k_F²η²). In units of π²/k_F = 83.56 eV Å³ each of these carries λ = 1/(πk_F) = 0.66835. With the second-order gradient expansion, F = 1 + 5p/27 + 20q/9 (GE2), the total is

K_tot = λ/η² + (1 − λ) + (1/3 − 5λ/9)η² = 0.66835/η² + 0.33165 − 0.03797η².

The η² coefficient is negative whenever k_F < 5/(3π) in atomic units, which is 1.0025 Å⁻¹. Setting K_tot = 0 with y = η² gives 0.03797y² − 0.33165y − 0.66835 = 0. Its positive root gives η_c = 3.228, a wavelength 2π/k = π/(k_Fη_c) = π/(0.900 × 3.228) = 1.08 Å. Shorter waves are unstable. At η = 4,

(0.66835/16 + 0.33165 − 0.03797 × 16) × 83.56 = −19.6 eV Å³.

PC adds 0.17778η⁴, and at η = 4 the total becomes −19.6 + 0.17778 × 256 × 83.56 = 3783 eV Å³. At this k_F it is positive at every η, because 0.33165 − 0.03797y + 0.17778y² has no real root (0.03797² < 4 × 0.33165 × 0.17778) and the Hartree term is positive. With 1/F_L as kinetic part, the totals at η = 0.5, 2 and 4 are 251.4, 783 and 3411 eV Å³, against 251.2, 267 and 3783 for PC. PC is too soft at η = 2 and too stiff at η = 4.

The GE2 instability belongs to this exchange-only model and not to a real electron gas. Gradient-corrected correlation adds βπσ/(16k_F n) to the energy density near p = 0, which replaces μ_x by μ_x − π²β/3. PBEsol has β = 0.046, so π²β/3 = 0.1513 exceeds 10/81 and the η² coefficient becomes +0.417. In PBE the two terms cancel and it is 1/3. In both cases GE2 is stable at this k_F. With exchange alone, the full von Weizsäcker term (F_p = 5/3, kinetic bracket 1 + 3η²) also removes the instability without any q².

Q. So PC is short-wave stable?

A. It is short-wave stable near the uniform gas, where F_qq > 0, but not at every (p, q). The chain rule gives

F_qq = g″ z_q² + g′ z_qq.

There are three departures. First, for z ≤ 0, F = 5p/3 and τ = σ/(8n), the von Weizsäcker form. There F_qq = 0 and

δT/δn = −σ/(8n²) − ∇·(∇n/4n) = σ/(8n²) − ℓ/(4n),

which is of second order, and the k² coefficient 2τ_σ = 1/(4n) is positive. The order of the kinetic operator thus differs from region to region.

Second, g(0) = 0 and g(a) = a, so g′ averages 1 over the switch. It starts at 0, because f falls as e^(−ab/z), and it ends at 1. It must therefore exceed 1 somewhere and come back down, so g″ < 0 on part of the interval.

Third, at p = 0, F_M leaves 1 with slope 20/9 and returns to 1 as q → ∞, where numerator and root both approach Δ. It therefore cannot be convex for all q > 0.

Differentiating the closed form and bracketing roots on −0.6 ≤ q ≤ 10 at p = 0 gives z = 0 at q = −0.459, z = a at q = −0.209, and F_qq < 0 for −0.284 < q < −0.224 and for 0.879 < q < 4.73. Outside this interval F_qq is negative again for q < −34.7, where F_M climbs back towards 1 as 1 + 22.5/q. At q = −0.25, F_qq = −106, against +0.198 at the origin. The energy cannot collapse, since g ≥ 0 gives τ ≥ σ/(8n). The negative δ²T describes amplitudes small enough, of order k⁻², that q stays inside the concave band.

Q. Does a real density enter those bands?

A. Take the arsenic atom in its quartet state, nonrelativistic unrestricted Hartree-Fock with the cc-pVDZ basis. The noninteracting energy is a sum over spins, and a channel n_s carries half the energy of an unpolarized system of density ñ = 2n_s, so T = ½T[2n↑] + ½T[2n↓] with p and q formed from ñ. Trapezoid quadrature on a logarithmic radial grid gives T_PC = 60951 eV against the orbital value 60768 eV, which is (60951 − 60768)/60768 = +0.30 % relative to the orbital value. Of the 33 electrons, 32.60 lie where F_qq > 0, 0.12 where it vanishes and 0.28 where it is negative.

Between 0.106 and 1.85 Å the smallest z is 0.60 for spin up and 0.57 for spin down, both above a, so the switch is not entered there. That alone does not exclude F_qq < 0, since F_M can be concave at z > a. Evaluating F_qq directly along the radial grid finds four negative shells holding more than 0.001 electrons, and none of them lies in this range. Nearly all the negative weight sits deep in the core, from 0.0159 to 0.0194 Å, with 0.131 electrons in each spin. At the centre of the spin-up shell p = 0.475, q = 0.060 and z = 0.434, inside the switch, and F_qq = −122. Two tail shells, 3.19 to 3.68 Å (up) and 2.46 to 3.04 Å (down), hold 0.007 and 0.005 electrons, with F_qq down to −0.19. In both of them z exceeds 40, far above a, so g′ = 1, g″ = 0, and the concavity is that of F_M itself. All these energies, electron counts and radii belong to this basis and this nonrelativistic density, and so does the absence of a valence shell. The Hartree-Fock total energy, −60795 eV, differs from minus the orbital kinetic energy by 27 eV, so the last two digits of the kinetic energies are not converged in the basis. With cc-pVTZ the core shell persists (0.0157 to 0.0194 Å, 0.140 electrons in each spin), but a spin-down shell from about 1.25 to 1.34 Å enters the switch, with z near 0.50, 0.056 electrons and F_qq down to −4.2. These shells alone raise the number of electrons with F_qq < 0 from 0.28 to about 0.34.

Q. Does the k⁴ law hold on such a steep background?

A. On a shell of width W centred at r_c, with x = r − r_c, vary one spin density by

u = (r_c²/r²) ∂_r[A sin(kx)/k] = (r_c²/r²)[A cos(kx) + A′ sin(kx)/k],  A = cos⁶(πx/W).

Then 4πr²u is a total derivative of a function that vanishes at both edges, so the electron number is conserved. Since δñ = 2u, the factors ½ (spin), 4 (amplitude squared) and ½ (mean of cos²) multiply to 1, and the leading law is

δ²T = k⁴∫τ_ℓℓ(ñ)(r_c²A/r²)² 4πr² dr.

Evaluate δ²T as the central second difference of T_PC in ε, with ε chosen so that both δℓ/(4k_F²ñ) and the relative change of ñ are at most 10⁻⁴, for wavelengths W/m. In the core shell, W = 0.0035 Å, the law is negative, and the ratio of δ²T to it is 1.01157, 1.00289, 1.00072 and 1.00018 for m = 32, 64, 128 and 256. The excess over 1 falls fourfold at each doubling, as a relative k⁻² remainder requires. In a spin-up valence shell from 0.530 to 1.587 Å, with F_qq = +0.197 at the centre, the law is positive and the ratios are 1.01331, 1.00332, 1.00083 and 1.00021.

At m = 1 the ratios are 43 and 61, so the law fails in size there, though δ²T keeps the sign of F_qq. The envelope cos⁶ itself contains wavenumbers up to 6π/W, equivalent to m = 3, so the carrier does not yet dominate. Its effect can be isolated on a flat background with constant τ_ℓℓ. With φ = 2πx/W, A sin φ = (7 sin φ + 7 sin 2φ + 3 sin 3φ + ½ sin 4φ)/32 and the mean of A² is 231/1024. Three derivatives turn the amplitudes into 7, 56, 81 and 32, so the ratio at m = 1 is (7² + 56² + 81² + 32²)/231 = 46.6. The envelope alone thus gives an excess of the size observed.

Q. The Hartree-Fock density does not solve the PC Euler equation. What does the example prove?

A. It proves that the second variation of T_PC is indefinite at a realistic atomic density, and by the power counting of the other terms so is that of the total energy. It does not locate the self-consistent PC density. For that density the general condition applies: a smooth solution of the fourth-order equation that has F_qq < 0 on an open region is stationary but is not a minimum.

All numerical values are calculated from the stated model.
